# Quadratic Stark shift of the ground level in an infinite well

## The situation and the model

In a quantum-well electroabsorption modulator, the bias changes the electric field across a thin semiconductor layer. The field tilts the band edges, the confined electron and hole levels move, and the absorption edge moves with them. A device model needs this movement as a function of field, well width and effective mass.

The simplest quantitative model has one particle of constant mass $m$ in a well with impenetrable walls at $z=\pm L/2$. Let $e>0$ be the elementary charge and $F$ the uniform field in the well. For an electron, with the field pointing along $+z$, the potential energy is $eFz$ and the Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+eFz,\qquad \psi(\pm L/2)=0 .$$

For weak fields the ground level shifts by

$$\Delta E=-C\,\frac{m e^2F^2L^4}{\hbar^2},\qquad C=\frac{15-\pi^2}{24\pi^4}\approx 0.0021945 .$$

The minus sign belongs to the result: $C$ is positive and the level goes down. The derivation below fixes the coefficient, and the fourth-order term then shows how weak the field must be.

The origin of $z$ matters for bookkeeping. If the potential energy were $eF(z+z_0)$, every electron level would gain the constant $eFz_0$. Placing the origin at the centre removes this linear term. A hole has the opposite charge and gains $-eFz_0$, so the constant cancels in the energy of an electron–hole pair in the same well.

## One dimensionless parameter

Set $x=z/L$ and take as energy unit

$$U=\frac{\hbar^2}{mL^2}.$$

Since $d^2/dz^2=L^{-2}d^2/dx^2$, the Hamiltonian becomes

$$\frac{H}{U}=H_0+f x,\qquad H_0=-\frac12\frac{d^2}{dx^2},\qquad f=\frac{eFL}{U}=\frac{meFL^3}{\hbar^2},$$

with walls at $x=\pm\frac12$. From here on energies are in units of $U$, and all integrals over $x$ run from $-\frac12$ to $\frac12$. The parameter $f$ compares the potential drop across the well with the confinement energy scale.

At zero field the normalized ground state and its energy are

$$\psi_0=\sqrt2\cos\pi x,\qquad E_0=\frac{\pi^2}{2}.$$

The reflection $x\to-x$ leaves $H_0$ and the walls unchanged and turns $f$ into $-f$. The two signs of the field therefore give the same spectrum, and the ground energy contains even powers only:

$$E(f)=E_0+E_2f^2+E_4f^4+\dots$$

## The first-order wave function

Write $\psi=\psi_0+f\psi_1+f^2\psi_2+\dots$, with every correction chosen orthogonal to $\psi_0$. This choice fixes the normalization of $\psi$ and does not affect the energy. Inserting the series into $(H_0+fx)\psi=E\psi$ and collecting powers of $f$ gives

$$(H_0-E_0)\psi_1=-x\psi_0,$$

$$(H_0-E_0)\psi_2=-x\psi_1+E_2\psi_0 .$$

Take the scalar product of the second equation with $\psi_0$. The left side vanishes, because $H_0$ is self-adjoint on functions that vanish at the walls and $(H_0-E_0)\psi_0=0$. Hence

$$E_2=\langle\psi_0|x|\psi_1\rangle .$$

The first-order function is thus sufficient for the second-order energy. Multiplying its equation by $-2$ gives

$$\psi_1''+\pi^2\psi_1=2\sqrt2\,x\cos\pi x .$$

The source is odd and oscillates at the natural frequency of the left side, so a particular solution needs an extra power of $x$. Try

$$\psi_1=\sqrt2\left[a x^2\sin\pi x+b x\cos\pi x+c\sin\pi x\right].$$

The second derivatives are

$$(x^2\sin\pi x)''=2\sin\pi x+4\pi x\cos\pi x-\pi^2x^2\sin\pi x,$$

$$(x\cos\pi x)''=-2\pi\sin\pi x-\pi^2x\cos\pi x .$$

After $\pi^2$ times each function is added, the last terms cancel. The $c$ term solves the homogeneous equation and contributes nothing. What remains is

$$4\pi a\,x\cos\pi x+(2a-2\pi b)\sin\pi x=2x\cos\pi x,$$

so that

$$a=\frac1{2\pi},\qquad b=\frac a\pi=\frac1{2\pi^2}.$$

At $x=\frac12$ the cosine is zero and the sine is one. The wall condition is therefore $a/4+c=0$, which gives $c=-1/(8\pi)$. By oddness the other wall is then satisfied too. The result is

$$\psi_1=\sqrt2\left[\frac{x^2-\frac14}{2\pi}\sin\pi x+\frac{x\cos\pi x}{2\pi^2}\right].$$

A multiple of $\cos\pi x$ could still be added without violating the equation or the walls, but orthogonality to $\psi_0$ excludes it. The odd function above is already orthogonal to the even $\psi_0$.

## The second-order energy

Insert both functions into $E_2$ and use $2\sin\pi x\cos\pi x=\sin2\pi x$:

$$E_2=\frac1{2\pi}\int\left(x^3-\frac x4\right)\sin2\pi x\,dx+\frac1{\pi^2}\int x^2\cos^2\pi x\,dx .$$

Three integrals are needed. At both walls $\cos2\pi x=-1$ and $\sin2\pi x=0$. Integrating by parts, each time differentiating the power of $x$,

$$\int x\sin2\pi x\,dx=\left[-\frac{x\cos2\pi x}{2\pi}\right]+\frac1{2\pi}\int\cos2\pi x\,dx=\frac1{2\pi},$$

$$\int x^2\cos2\pi x\,dx=0-\frac1\pi\int x\sin2\pi x\,dx=-\frac1{2\pi^2},$$

$$\int x^3\sin2\pi x\,dx=\left[-\frac{x^3\cos2\pi x}{2\pi}\right]+\frac3{2\pi}\int x^2\cos2\pi x\,dx=\frac1{8\pi}-\frac3{4\pi^3}.$$

In the first part of $E_2$ the terms $1/(8\pi)$ cancel:

$$\frac1{2\pi}\left(\frac1{8\pi}-\frac3{4\pi^3}-\frac1{8\pi}\right)=-\frac3{8\pi^4}\approx-0.0038497 .$$

In the second part, $\cos^2\pi x=\frac12(1+\cos2\pi x)$ and $\int x^2dx=\frac1{12}$, so

$$\frac1{\pi^2}\left(\frac1{24}-\frac1{4\pi^2}\right)=\frac1{24\pi^2}-\frac1{4\pi^4}\approx0.0016552 .$$

Over the common denominator $24\pi^4$ the sum is

$$E_2=\frac{-9+\pi^2-6}{24\pi^4}=-\frac{15-\pi^2}{24\pi^4}=-C .$$

To restore units, multiply $E_2f^2$ by $U$:

$$Uf^2=\frac{(eFL)^2}{U}=\frac{me^2F^2L^4}{\hbar^2}.$$

This proves the stated shift.

The energy balance explains the sign. To first order in $f$ the mean position is

$$\langle x\rangle=2f\langle\psi_0|x|\psi_1\rangle=-2Cf,$$

so the electron moves towards the side of lower potential energy. The potential energy changes by $f\langle x\rangle=-2Cf^2$. The total changes by $-Cf^2$, so the kinetic energy must rise by $+Cf^2$. Half of the potential gain is spent on deforming the wave function.

This balance also explains the strong dependence on width. A wider well has a larger potential drop, which enters squared as $L^2$, and a smaller confinement energy opposing the deformation, which contributes another $L^2$.

## The same coefficient from a sum over states

A second route is useful for implementation, because it supplies the matrix elements needed for a numerical diagonalization. The zero-field states are

$$\varphi_n=\sqrt2\sin\left[n\pi\left(x+\tfrac12\right)\right],\qquad \varepsilon_n=\frac{n^2\pi^2}{2},\qquad n=1,2,\dots$$

With $y=x+\frac12$ and $n>1$, the constant $-\frac12$ in $x=y-\frac12$ drops out by orthogonality. The product of sines becomes a difference of cosines:

$$\langle n|x|1\rangle=\int_0^1y\left[\cos(n-1)\pi y-\cos(n+1)\pi y\right]dy .$$

For a positive integer $k$, integration by parts gives

$$\int_0^1y\cos k\pi y\,dy=\frac{(-1)^k-1}{k^2\pi^2},$$

which is zero for even $k$ and $-2/(k^2\pi^2)$ for odd $k$. Odd $n$ therefore do not couple to the ground state. For even $n$,

$$\langle n|x|1\rangle=-\frac2{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]=-\frac{8n}{\pi^2(n^2-1)^2}.$$

Projecting the equation for $\psi_1$ on $\varphi_n$ gives the expansion coefficient $-\langle n|x|1\rangle/(\varepsilon_n-\varepsilon_1)$. With $\varepsilon_n-\varepsilon_1=\frac{\pi^2}2(n^2-1)$,

$$E_2=-\sum_{n\ \mathrm{even}}\frac{|\langle n|x|1\rangle|^2}{\varepsilon_n-\varepsilon_1}=-\frac{128}{\pi^6}\sum_{n\ \mathrm{even}}\frac{n^2}{(n^2-1)^5}.$$

The $n=2$ term is $-512/(243\pi^6)\approx-0.0021916$, which is 99.87 % of the total. All terms have the same sign, so a truncated sum underestimates the size of the shift. The numerical sum agrees with the closed form.

For weak fields the response is thus almost entirely an admixture of the first excited state. This holds for the second-order coefficient of this model and should not be carried over to strong fields, where more states are needed.

## How weak the field must be

The next term in the energy measures the error of the quadratic law. The third- and fourth-order equations are

$$(H_0-E_0)\psi_3=-x\psi_2+E_2\psi_1,$$

$$(H_0-E_0)\psi_4=-x\psi_3+E_2\psi_2+E_4\psi_0 ,$$

where $E_1=E_3=0$ has been used. Projecting the last one on $\psi_0$ gives $E_4=\langle\psi_0|x|\psi_3\rangle$. Now replace $x\psi_0$ by $-(H_0-E_0)\psi_1$ and move the operator to $\psi_3$:

$$E_4=-\langle\psi_1|(H_0-E_0)\psi_3\rangle=\langle\psi_1|x|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle .$$

Evaluated in the basis $\varphi_n$, this gives $E_4\approx1.777\times10^{-7}$. The value extracted from a diagonalization at $f=3$, which still contains higher orders, is $1.774\times10^{-7}$. With $E_4/E_2\approx-8.10\times10^{-5}$, the shift in physical units is

$$\Delta E\approx-C\,U f^2\left(1-8.10\times10^{-5}f^2\right).$$

The quadratic law therefore overstates the size of the shift at the onset of its failure. Requiring the correction to stay below 1 % gives $f\lesssim\sqrt{0.01/(8.10\times10^{-5})}\approx11$. This is much larger than one because the coupling to the second state is small and the gap to it is large in units of $U$.

A simple bound shows that the quadratic law cannot hold at strong field. In any normalized state in the well, $\langle H_0\rangle\ge E_0$ and $\langle x\rangle\ge-\frac12$. For $f>0$ it follows that

$$E(f)-E_0\ge-\frac f2 .$$

The quadratic law violates this when $Cf^2>f/2$, that is, for $f>1/(2C)\approx227.8$. This value is not a limit of usefulness, which is reached much earlier. At $f=1/(2C)$ the quadratic law gives $-113.92\,U$, while diagonalization gives $-49.63\,U$.

The strong-field limit has a different form. The particle is pressed against the wall at $x=-\frac12$, and the far wall ceases to matter. Put $x=-\frac12+\ell s$ with $\ell=(2f)^{-1/3}$. Then $1/(2\ell^2)=f\ell$, and the Schrödinger equation becomes

$$-\psi''(s)+s\,\psi(s)=\alpha\,\psi(s),\qquad E=-\frac f2+f\ell\,\alpha .$$

The solution that decays for large $s$ is the Airy function $\mathrm{Ai}(s-\alpha)$. It must vanish at $s=0$, so $-\alpha$ is the first zero of $\mathrm{Ai}$. Since $f\ell=f^{2/3}/2^{1/3}$,

$$E(f)-E_0\to-\frac f2+\frac{\alpha f^{2/3}}{2^{1/3}}-\frac{\pi^2}2 .$$

Solving this for $\alpha$ with the diagonalized shift at $f=227.8$ gives $\alpha\approx2.34$. The leading behaviour is linear in the field, with a large correction. A quadratic fit made at low field therefore cannot be extrapolated to this regime.

## From one level to the absorption edge

A hole has charge $+e$ and potential energy $-eFz$. Its confinement energy is counted downward from the valence-band edge, so it enters the transition energy with a plus sign, just as the electron energy does. The sign of the potential is irrelevant because the shift is even in $F$. For the lowest electron–hole transition, with masses $m_e$ and $m_h$ in the same well,

$$\Delta E_{\rm tr}=-C\,\frac{(m_e+m_h)e^2F^2L^4}{\hbar^2}.$$

The transition moves to lower energy, and the heavier particle contributes more. The masses are those for motion along the growth direction.

The field $F$ is the total field in the well, including any built-in part. Within the quadratic law, differentiation gives the local sensitivity

$$\frac{d\Delta E_{\rm tr}}{dF}=\frac{2\Delta E_{\rm tr}}F .$$

A small modulation around a nonzero field thus produces a shift that is linear in the modulation.

The model omits the electron–hole attraction and its change with field, penetration into finite barriers, tunnelling out of the well, and band mixing. The shift formula gives neither the absorption strength nor the linewidth.

Barrier penetration is not a small correction here. It widens the states, and the shift grows steeply with width. Take a 10 nm well with the masses of the example below, the same in well and barrier. Barriers of 240 meV for the electron and 130 meV for the hole then make the weak-field shifts about 3.7 and 2.2 times larger than in the infinite well. The powers change as well. With these barriers, widening the well from 10 to 20 nm multiplies the weak-field shift by about 8 for the electron and 11 for the hole instead of 16, and at 10 nm the hole shift is about 2.9 times the electron shift instead of 5 times. For a real well the formula therefore shows only the direction of the trends, while the size of the shift and its scaling with width and mass need a finite-barrier calculation.

## Worked example

Take round model parameters: $L=10$ nm, $m_e=0.06\,m_0$ and $m_h=0.30\,m_0$, where $m_0$ is the free-electron mass. The energy units are $U_e=12.700$ meV and $U_h=2.540$ meV. Multiplied by $\pi^2/2$, they give zero-field levels of 62.67 meV and 12.53 meV.

At $F=5$ MV/m, or 50 kV/cm, the potential drop is $eFL=50$ meV. The field parameters are

$$f_e=\frac{50}{12.700}=3.94,\qquad f_h=\frac{50}{2.540}=19.69 .$$

The form $\Delta E=-C(eFL)^2/U$ is convenient for the arithmetic:

$$\Delta E_e=-0.0021945\,\frac{50^2}{12.700}\ \text{meV}=-0.432\ \text{meV},$$

$$\Delta E_h=-0.0021945\,\frac{50^2}{2.540}\ \text{meV}=-2.160\ \text{meV}.$$

The quadratic transition shift is their sum, $-2.592$ meV. The local sensitivity according to the quadratic law has magnitude $2\times2.592/5\approx1.04$ meV per MV/m. Diagonalization of the same infinite-well model gives $-2.528$ meV.

The comparison for three fields is as follows. The last column is the excess of the quadratic shift relative to the diagonalized one.

| $F$ (MV/m) | Quadratic (meV) | Diagonalized (meV) | Excess |
|---:|---:|---:|---:|
| 5 | −2.592 | −2.528 | 2.5 % |
| 10 | −10.368 | −9.515 | 9.0 % |
| 20 | −41.471 | −32.711 | 26.8 % |

The failure comes mainly from the hole. At 20 MV/m the electron has $f_e=15.75$, and its quadratic shift of $-6.912$ meV is still close to the diagonalized $-6.779$ meV. The hole has $f_h=78.74$, and the corresponding values are $-34.560$ and $-25.932$ meV. At equal field and width $f$ is proportional to the mass, so the particle that dominates the shift also leaves the quadratic regime first.

The fourth-order estimate has its own limit. For the hole at 5 MV/m it predicts a reduction of the quadratic shift by $8.10\times10^{-5}\times19.69^2\approx3.1$ %, against 2.9 % from diagonalization. At 20 MV/m it predicts about 50 %, against 25 %. There the truncated series is no longer useful.

## Implementation

Compute $U$ and $f$ separately for each particle before using the quadratic law. To keep the error of the quadratic law below about 1 % of the infinite-well shift of a single level, keep $f$ below about 11. In the example this corresponds to $F=fU/(eL)$ of about 2.8 MV/m for the hole and 14 MV/m for the electron. These limits hold for the infinite well only. With the finite barriers quoted earlier, a quadratic law with the finite-well coefficient is already off by about 3 % at these fields. Doubling the width multiplies the quadratic shift by 16 at fixed field, but it also multiplies $f$ by 8, so the permitted field falls by a factor of 8.

Beyond that range, diagonalize $H_0+fx$ in the states $\varphi_n$. The diagonal elements are $n^2\pi^2/2$, and the diagonal of $x$ vanishes by symmetry. The off-diagonal elements follow from the same cosine integral as before:

$$\langle n|x|k\rangle=-\frac{8nk}{\pi^2(n^2-k^2)^2}\quad(n+k\ \text{odd}),$$

and they vanish for $n+k$ even. Subtract $\pi^2/2$ from the lowest eigenvalue and multiply by $U$. The diagonalized infinite-well results above used 60 states. For every level in the table, the Airy-function condition for zeros at both walls was tested and confirmed the eigenvalue. The quadratic prefactor was also tested at weak field by finite differences in physical units, for different masses, widths and fields. The numerical output follows this text.

A larger basis removes truncation error but not the limits of the model. If barrier penetration or exciton binding matters at the required accuracy, the Hamiltonian itself must be extended.

## Calculated quantities

```
coefficient C = 0.0021945
E2 by quadrature with psi1 = -0.0021945
E2 by sum over states = -0.0021945
first part of E2 = -0.0038497
second part of E2 = 0.0016552
n=2 term of E2 = -0.0021916
n=2 share of E2 = 99.87 %
E4 from perturbation theory = 1.7768e-07
E4 from diagonalization at f=3 = 1.7737e-07
ratio E4/E2 = -8.0966e-05
f where quadratic law meets bound -f/2 = 227.8
diagonalized shift at that f = -49.63 U
bound -f/2 at that f = -113.92 U
well width L = 10 nm
electron: mass = 0.06 m0, U = 12.700 meV, zero-field level = 62.67 meV
hole: mass = 0.30 m0, U = 2.540 meV, zero-field level = 12.53 meV
field F = 5 MV/m, eFL = 50 meV
  electron: f = 3.94, quadratic = -0.432 meV, diagonalized = -0.431 meV
  hole: f = 19.69, quadratic = -2.160 meV, diagonalized = -2.097 meV
  transition: quadratic = -2.592 meV, diagonalized = -2.528 meV
  quadratic law overshoots by 2.5 %
field F = 10 MV/m, eFL = 100 meV
  electron: f = 7.87, quadratic = -1.728 meV, diagonalized = -1.719 meV
  hole: f = 39.37, quadratic = -8.640 meV, diagonalized = -7.796 meV
  transition: quadratic = -10.368 meV, diagonalized = -9.515 meV
  quadratic law overshoots by 9.0 %
field F = 20 MV/m, eFL = 200 meV
  electron: f = 15.75, quadratic = -6.912 meV, diagonalized = -6.779 meV
  hole: f = 78.74, quadratic = -34.560 meV, diagonalized = -25.932 meV
  transition: quadratic = -41.471 meV, diagonalized = -32.711 meV
  quadratic law overshoots by 26.8 %
```
